**False facet removal from harmonic fits, and a conical rule that keeps the cusp**

The program studies an edge etch rate \(R(\theta)\) with 60° period and mirror symmetry, where \(\theta\) is the angle from a zigzag-edge normal, \(R_z\) and \(R_a\) are the zigzag and armchair rates, \(\Delta R=R_a-R_z\), and \(M\) is the highest harmonic \(\cos6M\theta\). It asserts that numerical projection of the cusp law gives the false extra facet rate \(2\Delta R/[\pi(2M+1)]\), and that a second cusped law follows the general leading tail within 3% at \(M=50\). For conical interpolation it asserts the error bound, the positive facet slope and, on random data, that no interpolated rate falls below the smallest datum. A front-propagation solver is compared with the predicted hole half-widths, and rate equations for kinks are integrated to check the rounded minimum. With \(R_z=0.5\) and \(R_a=20\) nm/min, the output shows a facet rate of 2.273 nm/min at \(M=3\), and a half-width of 545.5 nm instead of 510.0 nm after 20 min. It also shows that both methods fail when the facet is not sampled: the harmonic series gives 2.139 nm/min there and the conical rule 3.048 nm/min.

## Program and output

```python
"""
Result under test: a truncated symmetric harmonic series gives a cusp-like
minimum of a crystal etch rate a false extra rate 2*dR/(pi*(2M+1)), while
conical interpolation in the symmetry wedge keeps facet value and cusp.

Symbols: theta = angle of the edge normal from a zigzag-edge normal (rad);
R = etch rate (nm/min); R_z, R_a = zigzag and armchair rates; dR = R_a - R_z;
s = one-sided slope of R at the zigzag facet; M = highest harmonic cos(6 M theta);
h = node spacing; r0 = initial hole radius (nm); t = etch time (min).
The rates are chosen round values for a multilayer 2H WSe2 flake.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

R_z, R_a = 0.5, 20.0
dR = R_a - R_z
s = 3 * dR
r0, t_etch = 500.0, 20.0
deg = np.pi / 180
wedge = np.pi / 6


def fold(theta):
    return np.abs((theta + wedge) % (2 * wedge) - wedge)


def cusp_rate(theta):
    return R_z + dR * np.abs(np.sin(3 * theta))


def rounded_rate(theta):
    return np.sqrt(R_z**2 + (R_a**2 - R_z**2) * np.sin(3 * theta)**2)


def kink_rate(theta):
    phi = fold(theta)
    return R_z * np.cos(phi) + s * np.sin(phi)


def harmonic_coefficients(rate, samples=2**16):
    theta = np.arange(samples) * (2 * wedge) / samples
    c = np.fft.rfft(rate(theta)).real / samples
    c[1:] *= 2
    return c


def harmonic_sum(coefficients, theta):
    return sum(c * np.cos(6 * m * theta) for m, c in enumerate(coefficients))


def conical(theta, nodes, values):
    phi = fold(theta)
    i = np.clip(np.searchsorted(nodes, phi, side="right") - 1, 0, len(nodes) - 2)
    left, right = nodes[i], nodes[i + 1]
    return (values[i] * np.sin(right - phi)
            + values[i + 1] * np.sin(phi - left)) / np.sin(right - left)


# False facet rate: numerical projection against the closed formula
coef = harmonic_coefficients(cusp_rate)
coef_round = harmonic_coefficients(rounded_rate)
coef_kink = harmonic_coefficients(kink_rate)
excess = np.cumsum(coef) - R_z
excess_round = np.cumsum(coef_round) - R_z
excess_kink = np.cumsum(coef_kink) - R_z
orders = [1, 3, 6, 12]
for M in orders:
    assert abs(excess[M] - 2 * dR / (np.pi * (2 * M + 1))) < 1e-5
assert np.all(coef[1:50] < 0)
# A law with a second cusp (a maximum at armchair) obeys the same leading tail
tail_ratio = excess_kink[50] / (s / (3 * np.pi * 50))
assert abs(tail_ratio - 1) < 0.03
M_need = int(np.argmax(excess < 0.1 * R_z))
M_need_round = int(np.argmax(excess_round < 0.1 * R_z))
assert M_need_round < M_need

# Fits to sampled data
nodes = np.arange(0, 31, 5) * deg
data = cusp_rate(nodes)
h = nodes[1] - nodes[0]
least_squares = np.linalg.lstsq(np.cos(6 * np.outer(nodes, np.arange(4))),
                                data, rcond=None)[0]
pinned = np.linalg.solve(np.cos(6 * np.outer(nodes, np.arange(7))), data)
beside = 2.5 * deg
ls_facet = harmonic_sum(least_squares, 0.0)
pinned_beside = harmonic_sum(pinned, beside)
conical_beside = conical(beside, nodes, data)
assert ls_facet > R_z
assert abs(harmonic_sum(pinned, 0.0) - R_z) < 1e-9
assert pinned_beside < cusp_rate(beside)
assert abs(conical_beside - cusp_rate(beside)) < abs(pinned_beside - cusp_rate(beside))

# Data that miss the facet: both methods give it a false rate
missed = np.arange(2.5, 30, 5) * deg
missed_fit = np.linalg.solve(np.cos(6 * np.outer(missed, np.arange(6))),
                             cusp_rate(missed))
missed_harmonic = harmonic_sum(missed_fit, 0.0)
mirror_nodes = np.array([-missed[0], missed[0]])
missed_conical = conical(0.0, mirror_nodes, cusp_rate(mirror_nodes))
assert missed_harmonic > R_z and missed_conical > R_z

# Conical rule: vector definition, error bound, lower bound, facet slope
angle = 7.3 * deg
normals = np.array([np.cos(nodes[1:3]), np.sin(nodes[1:3])])
weights = np.linalg.solve(normals, [np.cos(angle), np.sin(angle)])
assert weights.min() > 0 and weights.sum() > 1
assert abs(weights @ data[1:3] - conical(angle, nodes, data)) < 1e-10
circle = np.linspace(-np.pi, np.pi, 72001)
conical_error = np.max(np.abs(conical(circle, nodes, data) - cusp_rate(circle)))
inside = np.linspace(0.001, wedge - 0.001, 4001)
d = 5e-4
second = (cusp_rate(inside + d) - 2 * cusp_rate(inside) + cusp_rate(inside - d)) / d**2
stiffness = np.max(np.abs(cusp_rate(inside) + second))
error_bound = (1 / np.cos(h / 2) - 1) * stiffness
assert 0.9 * error_bound < conical_error < 1.001 * error_bound
rng = np.random.default_rng(4)
for trial in range(50):
    random_data = rng.uniform(0.5, 20, len(nodes))
    assert conical(circle, nodes, random_data).min() > random_data.min() - 1e-9
tiny = 1e-6
slope_conical = (conical(tiny, nodes, data) - R_z) / tiny
assert abs(slope_conical - (data[1] - R_z * np.cos(h)) / np.sin(h)) < 1e-3
assert slope_conical > 0


# Hole front r(psi, t), solved with a monotone Lax-Friedrichs scheme
def grow_hole(rate, cells):
    psi = np.linspace(0, wedge, cells + 1)
    step = psi[1]
    sample = rate(psi)
    steepest = np.max(np.abs(np.diff(sample))) / step
    alpha = 1.05 * (steepest + sample.max()) / r0
    count = int(np.ceil(t_etch * alpha / (0.8 * step)))
    dt = t_etch / count
    r = np.full(cells + 1, r0)
    padded = np.empty(cells + 3)
    for _ in range(count):
        padded[1:-1] = r
        padded[0], padded[-1] = r[1], r[-2]
        q = (padded[2:] - padded[:-2]) / (2 * step * r)
        smoothing = (padded[2:] - 2 * r + padded[:-2]) / step
        r = r + dt * (rate(psi - np.arctan(q)) * np.sqrt(1 + q * q)
                      + 0.5 * alpha * smoothing)
    return r[0], r[-1]


flat_true = r0 + R_z * t_etch
flat_false = r0 + (R_z + excess[3]) * t_etch
coarse = grow_hole(cusp_rate, 1000)
fine = grow_hole(cusp_rate, 2000)
false_front = grow_hole(lambda a: harmonic_sum(coef[:4], a), 1000)
assert abs(fine[0] - flat_true) < 1.0      # first-order scheme error
assert abs(fine[0] - flat_true) < 0.75 * abs(coarse[0] - flat_true)
assert abs(fine[1] - flat_true / np.cos(wedge)) < 2.0
assert abs(false_front[0] - flat_false) < 1.5

# Rounding of the cusp by kink-pair creation: rate equations to steady state
lattice = 0.328                            # nm, rough
row = lattice * np.sqrt(3) / 2
creation = R_z**2 / (2 * s * row**2)
tilt = 0.5 * deg
balance = solve_ivp(lambda t, n: [creation - 2 * s * n[0] * n[1]] * 2, (0, 20),
                    [np.tan(tilt) / row, 0.0], method="LSODA", rtol=1e-9, atol=1e-12)
kink_speed = row * s * balance.y[:, -1].sum()
kink_formula = np.sqrt(R_z**2 + (s * np.tan(tilt))**2)
assert abs(kink_speed - kink_formula) < 1e-5
round_angle = R_z / s
round_error = np.max(np.abs(conical(circle, nodes, rounded_rate(nodes))
                            - rounded_rate(circle)))

# Sizes of other neglected effects, from rough inputs
layers, spacing = 30, 0.65                 # number, nm
activation, T = 0.5, 298.0                 # eV, K
kT = constants.k * T / constants.e
drift = np.exp(activation / kT * (1 - T / (T + 1))) - 1
cell_volume = lattice**2 * np.sqrt(3) / 2 * spacing
peroxide_per_unit = (2 + 2 * 6) / 2        # W +4 to +6, two Se -2 to +4
demand = (2 * np.pi * r0 * layers * spacing * R_a / 60
          / cell_volume * peroxide_per_unit)
diffusivity = 1e-9 * 1e18                  # nm^2/s
concentration = 1.0 * constants.N_A / 1e24   # 1 mol/L in molecules per nm^3
supply = 4 * r0 * diffusivity * concentration
assert demand < 0.01 * supply
edge_length = 2 * flat_true * np.tan(wedge)
least_tilt = np.arctan(row / edge_length) / deg

print(f"zigzag rate R_z                    {R_z:.2f} nm/min")
print(f"armchair rate R_a                  {R_a:.2f} nm/min")
print(f"cusp slope s                       {s:.2f} nm/min per rad")
print(f"cusp slope s                       {s * deg:.3f} nm/min per degree")
for M in orders:
    print(f"false extra facet rate, M={M:<2d}       {excess[M]:.3f} nm/min")
print(f"total facet rate, M=3              {R_z + excess[3]:.3f} nm/min")
print(f"total facet rate, M=3              {(R_z + excess[3]) * 0.06:.4f} um/h")
print(f"ratio to true facet rate, M=3      {1 + excess[3] / R_z:.2f}")
print(f"second law, tail/leading, M=50     {tail_ratio:.4f}")
print(f"M for excess < 10% of R_z, cusp    {M_need}")
print(f"M for excess < 10%, rounded        {M_need_round}")
print(f"node spacing h                     {h / deg:.1f} degree")
print(f"least-squares M=3 facet rate       {ls_facet:.3f} nm/min")
print(f"true rate at 2.5 degree            {cusp_rate(beside):.3f} nm/min")
print(f"pinned M=6 rate at 2.5 degree      {pinned_beside:.3f} nm/min")
print(f"conical rate at 2.5 degree         {conical_beside:.3f} nm/min")
print(f"conical rate at facet              {conical(0.0, nodes, data):.3f} nm/min")
print(f"conical facet slope                {slope_conical:.2f} nm/min per rad")
print(f"largest conical error              {conical_error:.4f} nm/min")
print(f"conical error bound                {error_bound:.4f} nm/min")
print(f"facet not sampled: harmonic M=5    {missed_harmonic:.3f} nm/min")
print(f"facet not sampled: conical         {missed_conical:.3f} nm/min")
print(f"initial hole radius                {r0:.0f} nm")
print(f"etch time                          {t_etch:.0f} min")
print(f"half-width, true law               {flat_true:.1f} nm")
print(f"half-width, harmonic M=3           {flat_false:.1f} nm")
print(f"front solver half-width, 1000      {coarse[0]:.2f} nm")
print(f"front solver half-width, 2000      {fine[0]:.2f} nm")
print(f"front solver half-width, M=3       {false_front[0]:.2f} nm")
print(f"hexagon corner distance            {flat_true / np.cos(wedge):.2f} nm")
print(f"front solver corner distance       {fine[1]:.2f} nm")
print(f"cusp rounding angle R_z/s          {round_angle / deg:.3f} degree")
print(f"order s/(6 R_z) resolving it       {1 / (6 * round_angle):.1f}")
print(f"false extra rate, rounded, M=3     {excess_round[3]:.3f} nm/min")
print(f"largest conical error, rounded     {round_error:.3f} nm/min")
print(f"cusp-law rate at 0.5 degree tilt   {cusp_rate(tilt):.3f} nm/min")
print(f"kink-balance rate at same tilt     {kink_speed:.3f} nm/min")
print(f"kink-pair creation rate            {creation:.4f} per nm per min")
print(f"rough lattice constant             {lattice:.3f} nm")
print(f"flake thickness                    {layers * spacing:.1f} nm")
print(f"rough activation energy            {activation:.2f} eV")
print(f"temperature                        {T:.0f} K")
print(f"rate change for 1 K drift          {100 * drift:.1f} %")
print(f"peroxide demand/diffusive supply   {demand / supply:.1e}")
print(f"hexagon edge length                {edge_length:.0f} nm")
print(f"least tilt of such an edge         {least_tilt:.3f} degree")
print(f"weight of one unpaired layer       {100 / layers:.1f} %")
print("verified")
```

Running it gives:

```
zigzag rate R_z                    0.50 nm/min
armchair rate R_a                  20.00 nm/min
cusp slope s                       58.50 nm/min per rad
cusp slope s                       1.021 nm/min per degree
false extra facet rate, M=1        4.138 nm/min
false extra facet rate, M=3        1.773 nm/min
false extra facet rate, M=6        0.955 nm/min
false extra facet rate, M=12       0.497 nm/min
total facet rate, M=3              2.273 nm/min
total facet rate, M=3              0.1364 um/h
ratio to true facet rate, M=3      4.55
second law, tail/leading, M=50     0.9985
M for excess < 10% of R_z, cusp    124
M for excess < 10%, rounded        25
node spacing h                     5.0 degree
least-squares M=3 facet rate       1.301 nm/min
true rate at 2.5 degree            3.045 nm/min
pinned M=6 rate at 2.5 degree      2.125 nm/min
conical rate at 2.5 degree         3.026 nm/min
conical rate at facet              0.500 nm/min
conical facet slope                57.93 nm/min per rad
largest conical error              0.1467 nm/min
conical error bound                0.1481 nm/min
facet not sampled: harmonic M=5    2.139 nm/min
facet not sampled: conical         3.048 nm/min
initial hole radius                500 nm
etch time                          20 min
half-width, true law               510.0 nm
half-width, harmonic M=3           545.5 nm
front solver half-width, 1000      510.62 nm
front solver half-width, 2000      510.31 nm
front solver half-width, M=3       545.90 nm
hexagon corner distance            588.90 nm
front solver corner distance       589.20 nm
cusp rounding angle R_z/s          0.490 degree
order s/(6 R_z) resolving it       19.5
false extra rate, rounded, M=3     1.412 nm/min
largest conical error, rounded     0.282 nm/min
cusp-law rate at 0.5 degree tilt   1.010 nm/min
kink-balance rate at same tilt     0.715 nm/min
kink-pair creation rate            0.0265 per nm per min
rough lattice constant             0.328 nm
flake thickness                    19.5 nm
rough activation energy            0.50 eV
temperature                        298 K
rate change for 1 K drift          6.7 %
peroxide demand/diffusive supply   2.0e-06
hexagon edge length                589 nm
least tilt of such an edge         0.028 degree
weight of one unpaired layer       3.3 %
verified
```
